# Balancing cubic coma with tilt over a circular pupil: a numerical check

```python
"""Balancing cubic coma with tilt over a uniform circular pupil.

Result under test: W = A rho^3 cos(theta) has RMS A/(2 sqrt 2); adding the
tilt -b A rho cos(theta) gives the least RMS, A/(6 sqrt 2), at b = 2/3.
A: coma coefficient (nm); rho, theta: polar coordinates on the unit pupil;
NA: numerical aperture; k = 2 pi / vacuum wavelength; x: image position (nm).
The image field is the pupil mean of exp(i k (W + NA x rho cos(theta))).
"""
import numpy as np
from scipy.optimize import minimize_scalar

wavelength = 193.0
NA = 1.35
n_water = 1.44
reduction = 4.0
A = 6.0
k = 2 * np.pi / wavelength

# Quadrature over the disk: Gauss-Legendre in radius, uniform in angle
nodes, node_weights = np.polynomial.legendre.leggauss(60)
radii = (nodes + 1) / 2
angles = 2 * np.pi * np.arange(64) / 64
rho, theta = [g.ravel() for g in np.meshgrid(radii, angles, indexing="ij")]
area = np.repeat(node_weights * radii, len(angles))
area = area / area.sum()
X, Y = rho * np.cos(theta), rho * np.sin(theta)
coma = A * rho**3 * np.cos(theta)


def rms(wave, weight):
    weight = weight / weight.sum()
    mean = np.sum(weight * wave)
    return np.sqrt(np.sum(weight * (wave - mean)**2))


def best_fit(wave, weight):
    """Least-squares removal of piston, both tilts and defocus."""
    basis = np.column_stack([np.ones_like(X), X, Y, rho**2])
    root = np.sqrt(weight)
    coef = np.linalg.lstsq(basis * root[:, None], wave * root, rcond=None)[0]
    return coef, rms(wave - basis @ coef, weight)


def point_intensity(wave, x, weight):
    """Point-image intensity relative to the aberration-free peak."""
    field = np.sum(weight * np.exp(1j * k * (wave + NA * x * X)))
    return abs(field / weight.sum())**2


# Variance as a function of the added tilt, and its minimum
for b in (0.0, 0.3, 2 / 3, 1.0, 1.5):
    law = A**2 * (1 / 8 - b / 3 + b**2 / 4)
    assert abs(rms(coma - b * A * X, area)**2 - law) < 1e-10
rms_raw = rms(coma, area)
coef, rms_balanced = best_fit(coma, area)
assert abs(rms_raw - A / (2 * np.sqrt(2))) < 1e-10
assert abs(rms_balanced - A / (6 * np.sqrt(2))) < 1e-10
assert abs(rms_balanced / rms_raw - 1 / 3) < 1e-10
assert abs(coef[1] - 2 * A / 3) < 1e-10
assert np.max(np.abs(coef[[0, 2, 3]])) < 1e-10

# Point image: peak position and loss of intensity
search = minimize_scalar(lambda x: -point_intensity(coma, x, area),
                         bounds=(-15, 15), method="bounded",
                         options={"xatol": 1e-7})
peak_x = search.x
loss_nominal = 1 - point_intensity(coma, 0.0, area)
loss_peak = 1 + search.fun
assert abs(peak_x + 2 * A / (3 * NA)) < 1e-3
# The quadratic loss law omits terms of relative order (k rms)^2
assert abs(loss_nominal / (k * rms_raw)**2 - 1) < 0.01
assert abs(loss_peak / (k * rms_balanced)**2 - 1) < 0.01

# Other pupil shape: a slit, with cubic error s^3 balanced by a linear term
slope = np.sum(node_weights * nodes**4) / np.sum(node_weights * nodes**2)
slit_ratio = (rms(nodes**3 - slope * nodes, node_weights)
              / rms(nodes**3, node_weights))
assert abs(slit_ratio - 2 / 5) < 1e-10

# Other criterion: the least peak-to-valley error on the disk
r_line = np.linspace(0, 1, 4001)
b_scan = np.linspace(0, 1.5, 1501)
half_pv = np.array([np.max(np.abs(r_line**3 - b * r_line)) for b in b_scan])
b_pv = b_scan[np.argmin(half_pv)]
assert abs(b_pv - 3 / 4) < 0.002
pv_ratio = half_pv.min() / half_pv[0]

# Neglected effect: radiometric amplitude across the high-NA pupil
amplitude = ((1 - (NA * rho / reduction)**2)
             / (1 - (NA * rho / n_water)**2))**0.25
weighted = area * amplitude
coef_w, rms_w = best_fit(coma, weighted)
# Refit with the x tilt alone, the only balancing term considered here
b_w = np.sum(weighted * coma * X) / np.sum(weighted * X**2) / A
rms_w_tilt = rms(coma - b_w * A * X, weighted)
ratio_w = rms_w_tilt / rms(coma, weighted)
assert abs(coef_w[1] - b_w * A) < 1e-9 and abs(rms_w - rms_w_tilt) < 1e-9
loss_w = 1 - point_intensity(coma - b_w * A * X, 0.0, weighted)
assert abs(loss_w / (k * rms_w_tilt)**2 - 1) < 0.01


def grating_harmonic(pitch, b, tm=False):
    """Fundamental of the image of an equal line-space mask, axial light."""
    x = pitch * np.arange(256) / 256
    field = np.zeros((2, len(x)), complex)
    for order in range(-5, 6):
        s = order * wavelength / (pitch * NA)
        if abs(s) > 1:
            continue
        wave = A * (s**3 - b * s)
        beam = (np.sinc(order / 2) / 2
                * np.exp(1j * (2 * np.pi * order * x / pitch + k * wave)))
        sine = s * NA / n_water
        vector = (np.sqrt(1 - sine**2), -sine) if tm else (1.0, 0.0)
        field += np.outer(vector, beam)
    intensity = np.sum(np.abs(field)**2, axis=0)
    return np.mean(intensity * np.exp(-2j * np.pi * x / pitch))


# Neglected effect: placement of gratings after the balancing tilt
pitches = (150.0, 180.0, 250.0)
placements = []
for pitch in pitches:
    shift = -np.angle(grating_harmonic(pitch, 2 / 3)) * pitch / (2 * np.pi)
    rho1 = wavelength / (pitch * NA)
    assert abs(shift + A / NA * (rho1**2 - 2 / 3)) < 1e-9
    placements.append((pitch, rho1, shift))

# Neglected effect: polarization in the plane of incidence
te = grating_harmonic(150.0, 2 / 3)
tm = grating_harmonic(150.0, 2 / 3, tm=True)
tm_factor = abs(tm / te)
beam_angle = np.arcsin(wavelength / (150.0 * n_water))
assert abs(tm_factor - np.cos(beam_angle)) < 1e-10
assert abs(np.angle(tm / te)) < 1e-10

print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {NA:.2f} (dimensionless)")
print(f"water index: {n_water:.2f} (dimensionless)")
print(f"lens reduction: {reduction:.0f} (dimensionless)")
print(f"coma coefficient A: {A:.1f} nm")
print(f"RMS of raw coma: {rms_raw:.4f} nm")
print(f"RMS of raw coma: {1000 * rms_raw / wavelength:.2f} milliwaves")
print(f"RMS after balancing: {rms_balanced:.4f} nm")
print(f"RMS after balancing: {1000*rms_balanced/wavelength:.2f} milliwaves")
print(f"RMS ratio balanced/raw: {rms_balanced / rms_raw:.6f}")
print(f"best b: {coef[1] / A:.6f} (dimensionless)")
print(f"coefficient of added tilt: {-coef[1]:.4f} nm")
print(f"Zernike coma coefficient A/3: {A / 3:.4f} nm")
print(f"point-image peak of raw coma: x = {peak_x:.3f} nm")
print(f"image shift caused by added tilt: {coef[1] / NA:.3f} nm")
print(f"intensity loss at nominal point: {100 * loss_nominal:.4f} %")
print(f"intensity loss at shifted peak: {100 * loss_peak:.4f} %")
print(f"ratio of the two losses: {loss_nominal / loss_peak:.3f}")
print(f"slit pupil, RMS ratio: {slit_ratio:.4f}")
print(f"b for least peak-to-valley: {b_pv:.3f} (dimensionless)")
print(f"least peak-to-valley / raw: {pv_ratio:.4f}")
print(f"radiometric amplitude, edge/centre: "
      f"{((1-(NA/reduction)**2)/(1-(NA/n_water)**2))**0.25:.3f}")
print(f"best b with radiometric factor: {b_w:.4f} (dimensionless)")
print(f"RMS ratio with radiometric factor: {ratio_w:.4f}")
print(f"balanced RMS with radiometric factor: {rms_w_tilt:.4f} nm")
for pitch, rho1, shift in placements:
    print(f"pitch {pitch:.0f} nm: first order at rho = {rho1:.4f}, "
          f"balanced placement {shift:+.3f} nm")
spread = max(p[2] for p in placements) - min(p[2] for p in placements)
print(f"placement spread over these pitches: {spread:.3f} nm")
print(f"first-order angle in water, 150 nm pitch: "
      f"{np.degrees(beam_angle):.2f} degrees")
print(f"TM/TE fundamental modulation, 150 nm pitch: {tm_factor:.4f}")
print("done: every assertion held")
```

It prints:

```
vacuum wavelength: 193 nm
numerical aperture: 1.35 (dimensionless)
water index: 1.44 (dimensionless)
lens reduction: 4 (dimensionless)
coma coefficient A: 6.0 nm
RMS of raw coma: 2.1213 nm
RMS of raw coma: 10.99 milliwaves
RMS after balancing: 0.7071 nm
RMS after balancing: 3.66 milliwaves
RMS ratio balanced/raw: 0.333333
best b: 0.666667 (dimensionless)
coefficient of added tilt: -4.0000 nm
Zernike coma coefficient A/3: 2.0000 nm
point-image peak of raw coma: x = -2.963 nm
image shift caused by added tilt: 2.963 nm
intensity loss at nominal point: 0.4757 %
intensity loss at shifted peak: 0.0530 %
ratio of the two losses: 8.979
slit pupil, RMS ratio: 0.4000
b for least peak-to-valley: 0.750 (dimensionless)
least peak-to-valley / raw: 0.2500
radiometric amplitude, edge/centre: 1.645
best b with radiometric factor: 0.6953 (dimensionless)
RMS ratio with radiometric factor: 0.3148
balanced RMS with radiometric factor: 0.7168 nm
pitch 150 nm: first order at rho = 0.9531, balanced placement -1.074 nm
pitch 180 nm: first order at rho = 0.7942, balanced placement +0.159 nm
pitch 250 nm: first order at rho = 0.5719, balanced placement +1.510 nm
placement spread over these pitches: 2.584 nm
first-order angle in water, 150 nm pitch: 63.32 degrees
TM/TE fundamental modulation, 150 nm pitch: 0.4490
done: every assertion held
```
